# The spherically truncated Coulomb kernel for exact exchange with k-point sampling

## What goes wrong without it

In a plane-wave calculation the exact-exchange energy is a double sum over k-points. Each term contains the Coulomb kernel \(4\pi/q^2\), where \(q\) is the momentum transferred between two occupied orbitals. When an orbital is paired with itself, the transfer \(q=0\) occurs and the term is infinite. Deleting that term makes the sum finite, but the result is poor. For the model insulator treated below, whose exchange energy is \(-1.191\) Ry per cell, deletion gives an error of \(+0.64\) Ry on a \(2\times2\times2\) mesh. On an \(8\times8\times8\) mesh the error is still \(+0.18\) Ry, or 15% of the energy.

The cure is to replace \(4\pi/q^2\) by

\[
v_c(q)=\frac{4\pi\,[1-\cos(qR_c)]}{q^2},\qquad v_c(0)=2\pi R_c^2,\qquad \frac{4\pi}{3}R_c^3=N_k\Omega ,
\]

where \(N_k\) is the number of k-points and \(\Omega\) the cell volume. The first two equations are consequences of cutting off \(1/r\) at \(R_c\). The third is a choice of radius, with a motivation and with limits.

I use Rydberg atomic units, in which \(e^2=2\) Ry bohr. The kernel is the transform of \(1/r\) alone, in bohr², so \(e^2\) appears separately in every energy. A code that stores \(e^2v_c\) in Rydberg units has the prefactor \(8\pi\) and the limit \(4\pi R_c^2\).

## Simple case: one localized orbital

Take one doubly occupied, normalized orbital \(\varphi\) in free space. The density matrix of one spin is \(P(\mathbf r,\mathbf r')=\varphi(\mathbf r)\varphi^*(\mathbf r')\). Each spin contributes \(-\tfrac12e^2\iint|P|^2/|\mathbf r-\mathbf r'|\) to the exchange energy, and there are two spins, so

\[
E_x=-e^2\int d\mathbf r\int d\mathbf r'\,\frac{|P(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}.
\]

If \(\varphi\) vanishes outside a region of diameter \(d\), only separations below \(d\) matter. We may then replace \(1/r\) by

\[
v_c(r)=\begin{cases}1/r, & r<R_c\\ 0, & r>R_c\end{cases}
\]

with any \(R_c>d\), and the energy does not change. What changes is the Fourier transform. With the polar axis along \(\mathbf q\) and \(\mu=\cos\theta\),

\[
v_c(q)=\int_{r<R_c}\frac{e^{-i\mathbf q\cdot\mathbf r}}{r}\,d\mathbf r
=2\pi\int_0^{R_c}r\,dr\int_{-1}^{1}e^{-iqr\mu}\,d\mu .
\]

One factor \(r\) of the volume element \(r^2dr\) has cancelled the \(1/r\). The inner integral is \(2\sin(qr)/(qr)\), which cancels the other factor:

\[
v_c(q)=\frac{4\pi}{q}\int_0^{R_c}\sin(qr)\,dr
=\frac{4\pi}{q}\,\frac{1-\cos(qR_c)}{q}
=\frac{4\pi\,[1-\cos(qR_c)]}{q^2}.
\]

**Limit of small \(q\).** With \(1-\cos y=y^2/2-y^4/24+\dots\) and \(y=qR_c\),

\[
v_c(q)=\frac{4\pi}{q^2}\left(\frac{q^2R_c^2}{2}-\frac{q^4R_c^4}{24}+\dots\right)
=2\pi R_c^2\left(1-\frac{q^2R_c^2}{12}+\dots\right).
\]

The value at \(q=0\) agrees with the direct integral \(\int_0^{R_c}4\pi r\,dr=2\pi R_c^2\). It is finite because the truncated interaction has a finite volume integral. The singularity of \(4\pi/q^2\) comes from the long tail of \(1/r\), not from its peak at the origin.

For computation, \(1-\cos y=2\sin^2(y/2)\) gives a better form:

\[
v_c(q)=2\pi R_c^2\left(\frac{\sin x}{x}\right)^2,\qquad x=\frac{qR_c}{2}.
\]

It avoids subtracting two nearly equal numbers at small \(q\), and it shows that the kernel is never negative.

**Limit of large \(R_c\).** At fixed \(q\neq0\) the kernel does not approach \(4\pi/q^2\); it keeps oscillating between 0 and \(8\pi/q^2\). The bare kernel is recovered under an integral. For a smooth, decaying weight \(w(\mathbf q)\), the volume element cancels \(1/q^2\), and the oscillating part becomes \(-4\pi\int_0^\infty dq\,\cos(qR_c)\int w\,d\hat{\mathbf q}\). This tends to zero as the oscillations become faster.

**Numbers.** For \(R_c=4.963\) bohr, the radius of the \(2\times2\times2\) mesh below, \(v_c(0)=2\pi R_c^2=154.75\) bohr². At \(q=0.1\) bohr⁻¹ the kernel is 151.60 bohr², where the bare one would be \(4\pi/0.01\approx1257\) bohr². At \(q=1\) bohr⁻¹ it is 9.45 bohr², against \(4\pi\approx12.57\) bohr².

## General case: a crystal on a k-mesh

Now take an insulating crystal with doubly occupied bands \(v\). The Bloch orbitals obey \(\psi_{v\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{v\mathbf k}(\mathbf r)\) and are normalized to one in a cell. Define

\[
p_{\mathbf k}(\mathbf r,\mathbf r')=\sum_v\psi_{v\mathbf k}(\mathbf r)\psi^*_{v\mathbf k}(\mathbf r').
\]

The infinite crystal has \(P=\frac{\Omega}{(2\pi)^3}\int_{BZ}p_{\mathbf k}\,d\mathbf k\). A uniform mesh containing \(\mathbf k=0\) replaces it by \(P_N=\frac1{N_k}\sum_{\mathbf k}p_{\mathbf k}\).

To see what this replacement does in real space, let \(\mathbf T\) run over the translations of the supercell of volume \(N_k\Omega\) that belongs to the mesh. The Bloch condition gives \(p_{\mathbf k}(\mathbf r,\mathbf r'+\mathbf T)=e^{-i\mathbf k\cdot\mathbf T}p_{\mathbf k}(\mathbf r,\mathbf r')\). The sum of these phases is

\[
\sum_{\mathbf T}e^{-i\mathbf k\cdot\mathbf T}=\frac{(2\pi)^3}{N_k\Omega}\sum_{\mathbf K}\delta(\mathbf k-\mathbf K),
\]

where \(\mathbf K\) are the reciprocal vectors of the supercell. Those inside the Brillouin zone are the mesh points. Therefore

\[
\sum_{\mathbf T}P(\mathbf r,\mathbf r'+\mathbf T)
=\frac{\Omega}{(2\pi)^3}\,\frac{(2\pi)^3}{N_k\Omega}\sum_{\mathbf k}p_{\mathbf k}(\mathbf r,\mathbf r')
=P_N(\mathbf r,\mathbf r').
\]

The mesh thus adds periodic images to the true density matrix. It is useful to average over the position of the first electron:

\[
F_N(\mathbf u)=\int_{\rm cell}|P_N(\mathbf r,\mathbf r+\mathbf u)|^2\,d\mathbf r ,
\]

with \(F(\mathbf u)\) the same quantity for the infinite crystal. This is the exchange hole, summed over the electrons of one spin in a cell. The orbitals \(\psi_{v\mathbf k}/\sqrt{N_k}\) are orthonormal in the supercell, so \(P_N\) is a projector there and \(\int_{\rm sc}|P_N(\mathbf r,\mathbf r')|^2d\mathbf r'=P_N(\mathbf r,\mathbf r)\). Integrating \(\mathbf r\) over a cell gives

\[
\int_{\rm sc}F_N(\mathbf u)\,d\mathbf u=N_{\rm occ},
\]

where \(N_{\rm occ}\) is the number of occupied bands. Each supercell contains one hole per occupied orbital, and \(F_N\) repeats from one supercell to the next. An electron should interact with one hole. The bare \(1/r\) makes it interact with infinitely many copies, and the integral diverges. The infinite term at \(q=0\) is this divergence in reciprocal space. The truncated interaction keeps the nearby hole and discards the copies, provided the sphere does not reach them:

\[
E_x^{N}=-e^2\int F_N(\mathbf u)\,v_c(u)\,d\mathbf u .
\]

**Plane-wave form.** Write \(|P_N|^2\) as a double sum over orbitals and group the factors by coordinate:

\[
|P_N(\mathbf r,\mathbf r')|^2=\frac1{N_k^2}\sum_{\mathbf k\mathbf k'}\sum_{vw}\rho(\mathbf r)\rho^*(\mathbf r'),\qquad
\rho(\mathbf r)=\psi^*_{w\mathbf k'}(\mathbf r)\psi_{v\mathbf k}(\mathbf r).
\]

The pair density \(\rho\) carries crystal momentum \(\mathbf k-\mathbf k'\). With \(\mathbf Q=\mathbf k-\mathbf k'+\mathbf G\) its expansion is

\[
\rho(\mathbf r)=\frac1\Omega\sum_{\mathbf G}M(\mathbf G)e^{i\mathbf Q\cdot\mathbf r},\qquad
M(\mathbf G)=\int_{\rm cell}e^{-i\mathbf Q\cdot\mathbf r}\rho(\mathbf r)\,d\mathbf r .
\]

The integral over \(\mathbf r'\) runs over all space and turns each wave \(e^{-i\mathbf Q\cdot\mathbf r'}\) into \(v_c(Q)e^{-i\mathbf Q\cdot\mathbf r}\). The integral over \(\mathbf r\) in the cell then gives \(\Omega\) for equal \(\mathbf G\) and zero otherwise. Two factors \(1/\Omega\) and one factor \(\Omega\) leave \(1/\Omega\):

\[
E_x^{N}=-\frac{e^2}{N_k^2\Omega}\sum_{\mathbf k\mathbf k'}\sum_{vw}\sum_{\mathbf G}
v_c(|\mathbf k-\mathbf k'+\mathbf G|)\,|M_{v\mathbf k,w\mathbf k'}(\mathbf G)|^2 .
\]

Compared with the bare expression, only the kernel has changed.

## Choosing the radius

The constant Fourier component of \(F_N\) is its average, \(N_{\rm occ}/(N_k\Omega)\). A sphere of radius \(R_c\) contains \(N_{\rm occ}\,(4\pi R_c^3/3)/(N_k\Omega)\) electrons of this component. Requiring one electron per occupied orbital gives

\[
\frac{4\pi}{3}R_c^3=N_k\Omega .
\]

This fixes the content of the average component only. The full hole is not uniform, and its content in the sphere can differ from one.

The rule also gives the \(Q=0\) term a simple meaning. At \(\mathbf k=\mathbf k'\), \(\mathbf G=0\), orthonormality gives \(M=\delta_{vw}\). The \(N_k\) diagonal pairs cancel one factor \(1/N_k\), so each occupied band contributes

\[
-\frac{e^2\,2\pi R_c^2}{N_k\Omega}=-e^2\,\frac{2\pi R_c^2}{4\pi R_c^3/3}=-\frac{3e^2}{2R_c}.
\]

**Limit of a uniform hole.** For a single constant orbital with \(N_k=1\), every \(M(\mathbf G\neq0)\) vanishes and this term is the whole energy. It is the attraction of an electron to a uniform ball of equal and opposite charge, its hole, centred on it, since the mean of \(1/r\) over the ball is \(3/(2R_c)\).

## Why it converges, and when

Subtract the energy of the infinite crystal, \(E_\infty=-e^2\int F(\mathbf u)/u\,d\mathbf u\), and split space at \(R_c\):

\[
E_x^N-E_\infty=e^2\int_{u>R_c}\frac{F}{u}\,d\mathbf u-e^2\int_{u<R_c}\frac{F_N-F}{u}\,d\mathbf u .
\]

The first term is the part of the hole left outside. The second is due to images inside the sphere.

Assume that \(|P|\le Ce^{-\kappa|\mathbf r-\mathbf r'|}\), as for an insulator, and take a cubic supercell of edge \(L\). Equal volumes give \(R_c=(3/4\pi)^{1/3}L=0.620L\). Leaving out constants and powers of \(L\), the contributions have these bounds:

- The missing tail is bounded by \(e^{-2\kappa R_c}=e^{-1.24\kappa L}\).
- Write \(P_N=P+P'\), with \(P'\) the sum of images. A point in the sphere is at least \(L-R_c\) from an image centre, so the \(|P'|^2\) part is bounded by \(e^{-2\kappa(L-R_c)}=e^{-0.76\kappa L}\).
- The cross term between \(P\) and \(P'\) is bounded by \(e^{-\kappa L}\), because the distances from a point to the two centres add up to at least \(L\).

All three fall exponentially with \(L\). The weakest bound belongs to \(|P'|^2\), which is positive and therefore lowers the energy. The bounds suggest that the equal-volume sphere errs towards too negative an energy. They also suggest that a smaller sphere could do better: at \(R_c=L/2\) all three exponents equal \(\kappa L\).

Two conditions have been used. If \(F\) falls only as a power \(u^{-p}\) with \(p>2\), the missing tail falls only as \(R_c^{2-p}\), and exponential convergence is lost. And \(R_c\) must be smaller than the shortest supercell translation, or the sphere encloses the centres of image holes and takes in a finite part of each.

## A model insulator

Put one normalized Gaussian \(g\propto e^{-\alpha r^2}\) on each site of a simple cubic lattice, with \(a=4\) bohr and \(\alpha=0.25\) bohr⁻². Fill the resulting band with two electrons per cell. Neighbouring Gaussians overlap by \(e^{-\alpha a^2/2}=e^{-2}=0.135\). The plane-wave coefficients of the Bloch orbital are proportional to \(e^{-|\mathbf k+\mathbf G|^2/4\alpha}\), normalized at each \(\mathbf k\). The pair densities follow by summing products of these coefficients.

The infinite crystal can be evaluated without k-points. With \(S\) the overlap matrix of the Gaussians and \(X=S^{-1}\), the density matrix is \(P=\sum_{AC}X_{AC}\,g_A(\mathbf r)g_C(\mathbf r')\). A product \(g_Ag_B\) is a Gaussian of charge \(S_{AB}\) and exponent \(2\alpha\) at the midpoint of the two sites. Two such unit charges at distance \(D\) have the Coulomb integral \(\mathrm{erf}(\sqrt\alpha D)/D\). By translation symmetry, site \(A\) can be fixed at the origin if \(\mathbf r\) is integrated over all space:

\[
E_\infty=-e^2\sum_{BCD}X_{0C}X_{BD}S_{0B}S_{CD}\,\frac{\mathrm{erf}(\sqrt\alpha D_{0B,CD})}{D_{0B,CD}},
\]

where \(D_{0B,CD}\) is the distance between the midpoints, and a term with zero distance takes its limit \(2\sqrt{\alpha/\pi}\). Summing over nearby sites until the rest is negligible gives \(E_\infty=-1.19058\) Ry, or \(-16.199\) eV per cell. This is the exchange energy of the prescribed orbitals. They are not optimized, and correlation is absent.

For the \(2\times2\times2\) mesh, \(N_k\Omega=8\times64=512\) bohr³ and

\[
R_c=\left(\frac{3\times512}{4\pi}\right)^{1/3}=4.963\ \text{bohr}.
\]

The \(Q=0\) term is \(-3\times2/(2\times4.963)=-0.6045\) Ry, about half of the total \(-1.2392\) Ry. Numerical integration of \(F_N\) over the sphere gives 1.056 electrons, while the supercell holds one. The volume rule is therefore only approximately a rule about the real hole.

The table gives errors relative to \(E_\infty\) for \(n\times n\times n\) meshes. The last column uses the bare kernel without its \(Q=0\) term.

| \(n\) | \(R_c\) (bohr) | truncated (Ry) | bare (Ry) |
|---|---|---|---|
| 1 | 2.48 | \(-6.5\times10^{-2}\) | +1.163 |
| 2 | 4.96 | \(-4.9\times10^{-2}\) | +0.641 |
| 3 | 7.44 | \(-5.9\times10^{-3}\) | +0.460 |
| 4 | 9.93 | \(-1.4\times10^{-3}\) | +0.348 |
| 6 | 14.89 | \(-4.7\times10^{-5}\) | +0.235 |
| 8 | 19.85 | \(-1.3\times10^{-6}\) | +0.177 |

The truncated errors fall rapidly, though not by a constant factor per step. They are all negative, so by the error formula the images inside the sphere outweigh the missing tail.

**The bare column.** Without its \(Q=0\) term, the bare kernel is the potential \(\phi\) of a periodic array of unit charges in a neutralizing background. In a cubic supercell, near one of the charges,

\[
\phi(\mathbf u)=\frac1u-\frac{\xi}{L}+\frac{2\pi u^2}{3L^3}+\dots
\]

The quadratic term is fixed by Poisson's equation, since its Laplacian must be \(4\pi/L^3\). An Ewald sum gives \(\xi=2.837\). Inserting \(\phi\) in place of \(1/u\) for a compact hole of unit charge gives the leading error \(+e^2\xi/L\). At \(n=8\), \(L=32\) bohr, this is \(2\times2.837/32=0.1773\) Ry, against the computed 0.1766 Ry. The small difference has the sign of the quadratic term, which lowers the error. Since \(L\propto N_k^{1/3}\), halving this error takes eight times as many k-points.

**Another radius.** With the inscribed sphere \(R_c=L/2\), the error is \(-2.0\times10^{-4}\) Ry at \(n=4\) and \(-4.3\times10^{-6}\) Ry at \(n=6\). Both are smaller than the equal-volume errors, by factors of about 7 and 11. The direction agrees with the bounds, but the size of the gain does not follow from them, because the cross term changes sign between even and odd \(n\). At \(n=5\) the inscribed-sphere error is \(+5.0\times10^{-5}\) Ry against \(-1.1\times10^{-4}\) Ry, a factor of only 2, and at \(n=1\), where the small sphere cuts deep into the hole, it is the worse choice. The equal-volume radius is thus a workable convention, and on these two meshes it is not the best one.

**An elongated supercell.** A \(2\times2\times16\) mesh also has 64 points, so the volume rule gives the same \(R_c=9.93\) bohr as the \(4\times4\times4\) mesh. But the shortest supercell edge is now 8 bohr. The sphere encloses the centres of four image holes at that distance, each adding about \(-e^2/8=-0.25\) Ry, or \(-1.0\) Ry together. The computed error is \(-1.045\) Ry, against \(-0.0014\) Ry for the cubic mesh. The estimate is only rough. These four centres lie 1.9 bohr inside the sphere, and the four diagonal ones at \(8\sqrt2=11.3\) bohr lie 1.4 bohr outside it. Both distances are comparable to the Gaussian length \(1/\sqrt\alpha=2\) bohr, so the sphere cuts off part of the first set and takes in part of the second, and the two corrections have opposite signs. Refining the mesh at fixed shape does not remove these images, because \(R_c\) grows in proportion to the supercell. Their distance grows with the supercell, so the error falls, but only as the inverse of the shortest edge, as slowly as for the bare kernel. If the cutoff is to remain a sphere, such a cell needs either a more nearly isotropic supercell or a radius safely below its shortest translation, such as half of it. With \(R_c=4\) bohr the error of the \(2\times2\times16\) mesh drops to \(+0.0027\) Ry. The accuracy is then set by the shortest edge, and it is good only if the hole fits inside that smaller sphere.
